The compressibility sum rule and the sign change of jellium's compressibility

**1. Two routes to one compressibility**

Suppose the density response of an electron gas is calculated with the exchange-correlation kernel set to zero, while its energy is taken from an accurate correlation functional. The response then says that the gas resists slow compression as strongly as free electrons do. The energy says otherwise: at r_s = 4 the resistance is about a quarter of the free-electron value. One calculation has produced two compressibilities for the same gas, and the screening of a slow static potential is inconsistent with the energy. The compressibility sum rule removes this contradiction by fixing the long-wavelength static kernel from the energy.

The system is the uniform, spin-unpolarized electron gas at zero temperature, with a rigid neutralizing background. Hartree atomic units are used. The density is n, and ε_xc(n) is the exchange-correlation energy per electron. The statement to be derived is

lim_{q→0} f_xc(q, ω = 0) = d²[n ε_xc(n)]/dn².  (1)

The frequency is zero before q is made small. The derivation compares ground-state energies, so it says nothing about the opposite order, in which q goes to zero at a fixed nonzero frequency.

**2. What the kernel is**

Apply a weak static potential δv cos(q·r), which acts equally on both spins. To first order the density changes by A cos(q·r), and the response χ is defined by

A = χ(q) δv.  (2)

The Kohn–Sham electrons do not interact, but they must have the same density. Their response χ_s to their own potential change δv_s therefore obeys

A = χ_s(q) δv_s.  (3)

The change δv_s has three parts: the applied potential, the Hartree potential and the exchange-correlation potential. The Hartree part φ satisfies ∇²φ = −4πA cos(q·r). Since ∇² multiplies the cosine by −q², its amplitude is v_q A, with

v_q = 4π/q².  (4)

The kernel is the second functional derivative of E_xc. In a uniform gas it depends on r − r′ alone, so it multiplies a cosine by its Fourier transform f_xc(q). Hence

δv_s = δv + v_q A + f_xc(q) A.  (5)

Divide (5) by A and use (2) and (3):

1/χ_s = 1/χ + v_q + f_xc,

f_xc(q) = 1/χ_s(q) − 1/χ(q) − v_q.  (6)

The responses χ and χ_s are negative. The second-order change of the ground-state energy per volume is ½ times the average of δn δv, which is χ δv²/4, and second-order perturbation theory makes this change negative; the same holds for χ_s and δv_s. The argument does not cover the proper response introduced in Section 5, which can have either sign.

**3. The energy of a density wave**

The kernel can also be read from an energy. Impose the density

n(r) = n₀ + A cos(q·r)  (7)

in a large volume Ω that holds whole periods of the wave. Expand E_xc to second order in A. The first-order term is the constant v_xc(n₀) times the integral of the cosine, which vanishes. The second-order term is

½ ∫∫ A cos(q·r) f_xc(r − r′) A cos(q·r′) d³r d³r′
= ½ A² f_xc(q) ∫ cos²(q·r) d³r.

The average of cos² is ½, so

E_xc[n] − E_xc[n₀] = Ω A² f_xc(q)/4.  (8)

This holds for any q, to order A². What remains is to find the same energy when q is small.

**4. Slow variation makes the energy local**

Let F[n] be the lowest kinetic plus electron-electron energy at density n(r), and let E_H[n] be the Hartree energy. Define

G[n] = F[n] − E_H[n] = T_s[n] + E_xc[n],  (9)

where T_s is the Kohn–Sham kinetic energy. G has a direct meaning. Add to the electrons a fixed positive background whose density equals n(r) everywhere. The electron-background attraction contributes −2E_H, and the background's self-repulsion contributes +E_H. Their sum is −E_H, so G is the energy of a gas that is neutral at every point on average.

Divide this gas into blocks of side ℓ. Let ξ be the distance beyond which the surroundings have little influence on the local energy. For small q the block size can be chosen so that

ξ ≪ ℓ ≪ 1/q.  (10)

The second inequality makes the density nearly uniform in each block. The first makes the surface layer, of relative volume about ξ/ℓ, unimportant. With ℓ = √(ξ/q), both qℓ and ξ/ℓ equal √(qξ), which vanishes as q → 0. Each block then contributes the energy of a uniform neutral gas at its own density. If ε(n) is the total energy per electron of that gas,

G[n] → ∫ g(n(r)) d³r, g(n) = n ε(n).  (11)

The same argument for noninteracting electrons gives T_s → ∫ n t_s(n) d³r, where t_s is their kinetic energy per electron. Subtracting it from (11) leaves

E_xc[n] → ∫ w(n(r)) d³r, w(n) = n ε_xc(n).  (12)

This is a physical argument and not a rigorous proof. It assumes that a finite ξ is a fair description once the Hartree energy has been removed. It also assumes that the error in (12) stays negligible after division by A², so that small amplitude and small q may be taken in either order. Both assumptions refer to a uniform ground state. If the gas has crystallized or formed a density wave, a block is not a piece of uniform gas and the derivation stops here.

Insert (7) into (12) and expand:

w(n₀ + A cos(q·r)) = w + w′ A cos(q·r) + ½ w″ A² cos²(q·r) + …

The linear term integrates to zero, and the average of cos² is again ½. Therefore

E_xc[n] − E_xc[n₀] → Ω A² w″(n₀)/4.  (13)

Comparison of (8) with (13) gives

f_xc(q → 0) = w″(n₀) = 2ε_xc′ + n₀ ε_xc″,  (14)

which is (1). Primes are density derivatives; the last form follows from w′ = ε_xc + nε_xc′.

The local density approximation uses (12) for every density, so its kernel equals w″ at every q. It obeys the sum rule with its own energy. A gradient correction ∫ C(n)|∇n|² d³r does not disturb this. For the wave (7), |∇n|² averages to A²q²/2, so the correction adds ΩCA²q²/2 to (13). Comparison with (8) then gives

f_xc(q) = w″ + 2C q²  (15)

within that functional. In such a functional the gradient coefficient controls the departure from the limit, and the limit itself belongs to the uniform gas.

**5. The same rule from local equilibrium**

The locality assumption also explains why a compressibility appears. Let v_tot be the applied potential plus the electrostatic potential of the electrons and background. Minimizing the total energy at fixed electron number, with G taken from (11), gives

g′(n(r)) + v_tot(r) = constant.  (16)

The first term is the chemical potential of the neutral gas at the local density, μ(n) = g′(n). Electrons move until its variation cancels that of v_tot. For a small cosine variation, (16) becomes

g″ A + δv_tot = 0.  (17)

The proper response Π is defined by A = Π δv_tot. From (17),

Π(q → 0) = −1/g″ = −dn/dμ.  (18)

Since δv_tot = δv + v_q A, division by A gives

1/Π = 1/χ + v_q.  (19)

Equation (6) can then be written as

f_xc = 1/χ_s − 1/Π.  (20)

For noninteracting electrons, (17) holds with g replaced by n t_s, so χ_s → −1/(n t_s)″. Equation (20) becomes g″ − (n t_s)″ = w″, in agreement with (14). This is the same assumption seen from the side of the potential, and so it is a consistency check and not a second proof.

The noninteracting curvature is needed below. The Fermi wavevector satisfies k_F³ = 3π²n, so differentiation gives

dk_F/dn = π²/k_F².  (21)

With t_s = 3k_F²/10 and n = k_F³/(3π²), one has n t_s = k_F⁵/(10π²). Differentiating twice with (21),

(n t_s)′ = (k_F⁴/(2π²)) (π²/k_F²) = k_F²/2,

(n t_s)″ = k_F (π²/k_F²) = π²/k_F.  (22)

The first derivative is the Fermi energy, as it should be. At r_s = 4, equation (22) gives 20.5707 hartree bohr³. Direct integration of the noninteracting response over the Fermi sphere at q = 0.02 k_F gives −1/χ_s = 20.5714 hartree bohr³.

**6. A check that includes correlation**

The numerical check tests the rule on a ring of spinless fermions with hopping t and nearest-neighbour repulsion V = t, at one-third filling. The boundary condition is periodic for an odd particle number N and antiperiodic for an even one, so that every N used fills a closed shell and has a nondegenerate ground state. One side of the comparison is the kernel from the exact static responses at the smallest wavevector, q = 2π/L, where L is the number of sites. The other side is the energy curvature L[E(N+1) + E(N−1) − 2E(N)], from which the noninteracting curvature and the Hartree part are removed.

On the ring the Hartree energy is V Σ n_j n_{j+1}. A density wave produces the potential V(δn_{j+1} + δn_{j−1}), so the Hartree kernel is 2V cos q. It replaces v_q in (6), and its uniform limit 2V is subtracted from the curvature.

At L = 18 the two sides are 0.940 t and 0.933 t. Extrapolation from three ring sizes gives 0.932 t and 0.931 t, within the test's tolerance of 0.02 t. Most of this value is exchange. For noninteracting fermions at filling n the nearest-neighbour density matrix is sin(πn)/π, so the first-order exchange energy per site is −V sin²(πn)/π², and its curvature −2V cos(2πn) equals +1.000 t at n = 1/3. The correlation part is therefore about −0.07 t. The tolerance is a sizable fraction of that part, but the actual mismatch, about 0.001 t, is not. This supports the rule for a correlated system with a short-range interaction. It does not establish the locality assumption for the Coulomb gas.

**7. From curvature to compressibility**

Let N electrons occupy a volume V_g, and let the background expand or contract with them so that the gas stays neutral. The energy is E = Nε(n) with n = N/V_g. Since dn/dV_g = −n/V_g at fixed N, the pressure is

P = −dE/dV_g = N ε′ n/V_g = n² ε′.  (23)

The inverse compressibility is 1/κ = −V_g dP/dV_g. At fixed N, V_g d/dV_g = −n d/dn, and therefore

1/κ = n dP/dn = n(2nε′ + n²ε″) = n²(2ε′ + nε″) = n² g″.  (24)

The last step uses g″ = (nε)″ = 2ε′ + nε″. For noninteracting electrons, 1/κ₀ = n²π²/k_F by (22). Dividing (24) by this value and using g″ = π²/k_F + w″ gives

κ₀/κ = 1 + (k_F/π²) f_xc(0).  (25)

A negative kernel softens the gas. A vanishing kernel leaves κ = κ₀ at every density, which is the contradiction described in Section 1.

**8. Exchange softens the gas**

The exchange energy can be obtained in full. For one spin, the density matrix of the filled Fermi sphere at separation s is

ρ(s) = (1/(2π)³) ∫_{k<k_F} exp(i k·s) d³k
= (1/(2π²)) ∫₀^{k_F} k² [sin(ks)/(ks)] dk
= (k_F³/(2π²)) j₁(x)/x, x = k_F s,  (26)

where j₁(x) = (sin x − x cos x)/x². Each spin contributes −½∫ρ²/s d³s to the exchange energy per volume. The two spins together give

n ε_x = −4π ∫₀^∞ ρ(s)² s ds
= −(k_F⁴/π³) ∫₀^∞ [j₁(x)²/x] dx.  (27)

To evaluate the integral, let j₀ = sin x/x. Direct differentiation gives j₀′ = −j₁ and j₁′ = j₀ − 2j₁/x, where these primes are derivatives with respect to x. Hence

d(j₀² + j₁²)/dx = −2j₀j₁ + 2j₁j₀ − 4j₁²/x = −4j₁²/x.  (28)

The sum j₀² + j₁² falls from 1 at x = 0 to 0 at infinity, so the integral in (27) is ¼. It follows that

n ε_x = −k_F⁴/(4π³), ε_x = −3k_F/(4π).  (29)

Differentiate twice with respect to density, using (21) each time:

(n ε_x)′ = −(k_F³/π³)(π²/k_F²) = −k_F/π,

f_x(0) = (n ε_x)″ = −(1/π)(π²/k_F²) = −π/k_F².  (30)

With exchange alone, (25) becomes

κ₀/κ = 1 − 1/(πk_F).  (31)

Define r_s by n = 3/(4πr_s³). Then 3π²n = 9π/(4r_s³), and k_F = (9π/4)^{1/3}/r_s. The right side of (31) vanishes at k_F = 1/π, or

r_s = π(9π/4)^{1/3} ≈ 6.03 bohr.  (32)

The kinetic curvature grows as 1/k_F when the density falls, but the exchange curvature grows in magnitude as 1/k_F². Exchange must therefore win at low enough density within this approximation. At high density its relative effect, 1/(πk_F), tends to zero and the free-electron compressibility returns.

**9. Correlation moves the sign change**

Write ε_c for the correlation energy per electron. It is usually given as a function of r_s, so its contribution to (14) needs a change of variable. From n ∝ r_s^(−3),

d/dn = −(r_s/(3n)) d/dr_s.  (33)

The first derivative of nε_c is ε_c + n dε_c/dn = ε_c − (r_s/3) dε_c/dr_s. A second application of (33) gives

f_c(0) = −(r_s/(3n)) [(2/3) dε_c/dr_s − (r_s/3) d²ε_c/dr_s²]
= (r_s/(9n)) [r_s d²ε_c/dr_s² − 2 dε_c/dr_s].  (34)

Take r_s = 4 bohr with the PW92 correlation energy. The density is 3/(4π × 64) = 0.003730 bohr⁻³, and k_F = 0.4798 bohr⁻¹. In hartree bohr³ the contributions to g″ are

kinetic: π²/k_F = 20.57,
exchange: −π/k_F² = −13.65,
correlation: f_c(0) = −1.66.

The kernel is f_xc(0) = −13.65 − 1.66 = −15.31, and the total curvature is 20.57 − 15.31 = 5.26. Thus

κ₀/κ = 5.26/20.57 = 0.256,

1/κ = (0.003730)² × 5.26 = 7.32 × 10⁻⁵ hartree bohr⁻³ = 2.15 GPa.

The gas is about four times as compressible as free electrons at the same density. Correlation is a small part of the kernel, but it acts on what is left after a strong cancellation: without it the curvature would be 6.92 instead of 5.26.

With the same correlation energy, the ratio changes with density as follows.

r_s = 1: κ₀/κ = 0.828
r_s = 2: κ₀/κ = 0.645
r_s = 3: κ₀/κ = 0.454
r_s = 4: κ₀/κ = 0.256
r_s = 5: κ₀/κ = 0.052
r_s = 6: κ₀/κ = −0.157

The zero lies at r_s = 5.25 bohr for PW92, where n = 0.00165 bohr⁻³. The VWN5 parametrization also gives 5.25, and PZ81 gives 5.24. These are fits to approximate many-electron energies, and their agreement does not bound the error of those energies. The sum rule itself does not supply the number; it supplies the equation that the correlation energy must complete.

The shift from the exchange-only value can be traced with (31) and (32). The exchange term in κ₀/κ equals −r_s/6.03, which is −0.871 at r_s = 5.25. Kinetic energy and exchange leave 1 − 0.871 = 0.129, and correlation supplies the −0.129 that brings the ratio to zero.

**10. What a negative compressibility means**

Zero inverse compressibility is different from zero pressure. By (23), the pressure vanishes where the energy per electron is stationary in density. With PW92 this is the energy minimum at r_s = 4.185 bohr. Between 4.185 and 5.25 the pressure is negative, but the curvature g″ is still positive. Beyond 5.25, up to the largest r_s examined here, g″ is negative as well.

At the sign change the proper response (18) diverges, and it is positive on the low-density side. The static dielectric function shows the consequence. From δv = δv_tot − v_q A and A = Π δv_tot,

ε_d(q) = δv/δv_tot = 1 − v_q Π(q) → 1 + v_q/g″.  (35)

When g″ is negative and q is small, ε_d is negative: the electrons over-screen the applied potential, and the total potential has the opposite sign.

The gas on a rigid background does not thereby become unstable to long waves. Equations (18) and (19) give

−1/χ(q) → v_q + g″.  (36)

By the averaging that led to (13), the energy cost of a density wave is ΩA²/4 times this quantity. The curvature g″ is finite, while v_q grows as 1/q². The cost is therefore positive at small q, even when g″ is negative. Separating electrons from a fixed background costs too much electrostatic energy.

For r_s = 6 and q = 0.1 k_F, holding f_xc at its q → 0 value, the program finds −1/Π = −4.83 and v_q = 12283, both in hartree bohr³. Then

ε_d = 1 − 12283/4.83 ≈ −2.5 × 10³,

−1/χ = 12283 − 4.83 ≈ 12278 hartree bohr³ > 0.

At r_s = 5 the corresponding dielectric function is about +6.3 × 10³, and χ is again negative. These values use PW92; with PZ81 the r_s = 5 value becomes about +6.6 × 10³, a shift of some 5%, while the r_s = 6 value stays near −2.5 × 10³ and the signs do not change. The dielectric values are estimates, since the kernel's own change between q = 0 and 0.1 k_F is left out, and near the sign change a small change in the kernel matters.

The conclusion depends on the background. If it could follow the electrons and had no stiffness of its own, the charge would stay neutral and the v_q term in (36) would disappear. The cost of a slow wave would then be ΩA²g″/4, which is negative beyond r_s = 5.25. The sign change is thus the point where that freely deformable neutral medium becomes unstable to small slow waves. It is not the first loss of stability: beyond r_s = 4.185, surface energy aside, the medium already lowers its energy by gathering at the density of the energy minimum and leaving the rest of the volume empty. For a rigid background it is a change in the sign of the proper response and of the long-wavelength static dielectric function.

Computed results

```
Ring: repulsion V = 1.0 t, filling = 1/3
Ring L=12: f_xc(2pi/L) = 0.94838 t, (e_xc)'' = 0.93638 t
Ring L=15: f_xc(2pi/L) = 0.94333 t, (e_xc)'' = 0.93451 t
Ring L=18: f_xc(2pi/L) = 0.94026 t, (e_xc)'' = 0.93349 t
Ring L->infinity: f_xc = 0.9324 t, (e_xc)'' = 0.9311 t
Example: r_s = 4 bohr, PW92 correlation
density n = 0.003730 bohr^-3
Fermi wavevector k_F = 0.47979 bohr^-1
-1/chi_s at q=0.02 k_F = 20.5714 hartree bohr^3
kinetic curvature pi^2/k_F = 20.5707 hartree bohr^3
exchange-hole integral = 0.24999 (dimensionless)
eps_x = -0.114541 hartree
eps_xc = -0.146408 hartree
f_x(0) = -13.6473 hartree bohr^3
f_c(0) = -1.6630 hartree bohr^3
f_xc(0) = -15.3103 hartree bohr^3
kappa_0/kappa = 0.25572 (dimensionless)
1/kappa = 7.3195e-05 hartree bohr^-3
1/kappa = 2.1535 GPa
r_s = 1 bohr: kappa_0/kappa = 0.8275
r_s = 2 bohr: kappa_0/kappa = 0.6447
r_s = 3 bohr: kappa_0/kappa = 0.4537
r_s = 4 bohr: kappa_0/kappa = 0.2557
r_s = 5 bohr: kappa_0/kappa = 0.0517
r_s = 6 bohr: kappa_0/kappa = -0.1574
critical r_s with PW92 = 5.2495 bohr
critical r_s with VWN5 = 5.2483 bohr
critical r_s with PZ81 = 5.2374 bohr
critical r_s with exchange only = 6.0292 bohr
density at PW92 critical point = 0.001650 bohr^-3
zero-pressure r_s with PW92 = 4.1850 bohr
r_s=5, q=0.1 k_F: -1/Pi = 1.3518 hartree bohr^3
r_s=5, q=0.1 k_F: 4pi/q^2 = 8529.6 hartree bohr^3
r_s=5, q=0.1 k_F: dielectric function = 6311.0
r_s=5, q=0.1 k_F: chi = -1.1722e-04 hartree^-1 bohr^-3
r_s=6, q=0.1 k_F: -1/Pi = -4.8322 hartree bohr^3
r_s=6, q=0.1 k_F: 4pi/q^2 = 12282.6 hartree bohr^3
r_s=6, q=0.1 k_F: dielectric function = -2540.8
r_s=6, q=0.1 k_F: chi = -8.1448e-05 hartree^-1 bohr^-3
```
